# Local Parabolic Rate Constants from Mass Gain and the Transient-Oxidation Bias

A simulated oxidation run of 100 h is fitted by a straight line through squared mass gain against time. The coefficient of determination is $R^2=0.993$, yet the rate constant is 49% above the value used to generate the data. When the same readings from 16 h onward are fitted as mass gain against the square root of time, the rate constant agrees with the true one within its standard error of 0.08%. In this record the protective barrier grows from the start of the run; a delayed or pre-grown barrier would leave a bias in this fit too. The difference comes from an early oxide that adds mass without resisting diffusion. Squaring the total gain multiplies that constant mass by the growing scale, whereas differentiating the gain removes it.

## Growth law and conventions

Let $m(t)$ be the oxygen uptake per unit area. The parabolic constant $k$ is defined by $m^2=kt$ for an ideal scale that starts from zero thickness, so $dm/dt=k/(2m)$. Definitions that use $m^2=2kt$ differ by a factor of two. Masses are in mg cm$^{-2}$ and times in hours.

Temperature, gas composition and area are constant. Until losses are discussed below, no oxide spalls or evaporates, so the balance reads the uptake. After the transient, the uptake is written

$$m=m_0+b,$$

where $m_0$ is constant and $b$ is the part that controls diffusion. With constant $k$,

$$\frac{db}{dt}=\frac{k}{2b}.$$

Multiplication by $2b$ gives $d(b^2)/dt=k$. Integrating from time $t_i$, when $b=b_i$ and $m=m_i$, gives

$$b^2=b_i^2+k(t-t_i)=kt+C,\qquad C=b_i^2-kt_i.$$

Therefore

$$m=m_0+\sqrt{kt+C},\qquad m_0=m_i-b_i.$$

The two constants have different roles. $m_0$ is uptake that does not count as barrier. $C$ measures how far the barrier is ahead of, or behind, one that had grown with constant $k$ since $t=0$.

## The two estimators

Set $x=\sqrt t$. Then $m=m_0+\sqrt{kx^2+C}$, and the chain rule gives

$$S\equiv\frac{dm}{dx}=\frac{kx}{\sqrt{kx^2+C}}.$$

The local estimate is the square of this slope:

$$k_{\rm loc}=S^2=\frac{k^2t}{kt+C}=\frac{k}{1+C/(kt)}.$$

The squared-gain estimate is the slope of $m^2$ against $t$:

$$k_{\rm sq}=\frac{d(m^2)}{dt}=2m\frac{dm}{dt}=2(m_0+b)\frac{k}{2b}=k\left(1+\frac{m_0}{b}\right).$$

For $kt\gg|C|$, the leading relative errors are

$$\frac{k_{\rm loc}-k}{k}\simeq-\frac{C}{kt},\qquad
\frac{k_{\rm sq}-k}{k}\simeq\frac{m_0}{\sqrt{kt}}.$$

The first decays as $1/t$, the second as $1/\sqrt t$. At this order the local estimate is the better one when $\sqrt{kt}>|C/m_0|$. If $m_0=0$ this never happens for nonzero $C$: the slope of squared gain after the transient then has no bias and the local estimate does. The lasting bias of squared total gain thus comes from a nonzero $m_0$, not from every transient; a fit that includes readings taken during the transient can be biased even when $m_0=0$.

The estimators also respond differently to errors of origin. A constant error in the mass zero changes $m_0$ and leaves $k_{\rm loc}$ untouched, but it shifts $k_{\rm sq}$. If growth really starts a time $\delta$ after the clock, then $b^2=k(t-\delta)$, so $C=-k\delta$ and $k_{\rm loc}$ is high by about $\delta/t$. The slope of $m^2$ against $t$ does not change when the time origin is moved.

## Three mechanisms, three sets of biases

The following cases use $k=0.01$ mg$^2$ cm$^{-4}$ h$^{-1}$. Each rate law was integrated numerically, and the gain and both local slopes were tested against the formulas above.

**Delayed barrier.** At $t_i=2$ h the uptake is 0.30 mg cm$^{-2}$, of which only a seed of 0.01 acts as barrier. Hence

$$m_0=0.30-0.01=0.29,\qquad C=0.01^2-0.01\times2=-0.0199.$$

At 25 h, $kt=0.25$ and $b=\sqrt{0.2301}=0.4797$. The estimates are

$$\frac{k_{\rm loc}}{k}=\frac{0.25}{0.2301}=1.086,\qquad
\frac{k_{\rm sq}}{k}=1+\frac{0.29}{0.4797}=1.605.$$

At 100 h they have fallen to 1.020 and 1.293. The delay affects the local slope, but much less than the inactive oxide affects squared gain.

**Retained barrier.** Now the early oxide grows with $k_f=0.05$ mg$^2$ cm$^{-4}$ h$^{-1}$ for 2 h from a seed $s=0.01$ mg cm$^{-2}$, and all of it remains an effective barrier. At the change of rate, $b_i^2=s^2+k_ft_i$. Therefore $m_0=0$ and

$$C=s^2+(k_f-k)t_i=0.0001+0.04\times2=0.0801.$$

Since $m=b$, the slope of $m^2$ after the change is $k$. The local estimate is low: $k_{\rm loc}/k=0.757$ at 25 h and 0.926 at 100 h. A line for $m^2$ must still have a free intercept, because $m^2=kt+C$ does not pass through the origin.

**Gas or surface limit.** Let $a$ be the fraction of the total driving force that falls across the scale. With linear surface kinetics of rate constant $k_l$, the uptake rate $J$ satisfies

$$J=k_l(1-a),\qquad J=\frac{ka}{2m}.$$

The second relation gives $a=2mJ/k$. Inserting it in the first gives $J/k_l=1-2mJ/k$, so

$$\frac{dm}{dt}=J=\frac{1}{2m/k+1/k_l}.$$

Separating variables and integrating from $m=0$ at $t=0$,

$$\frac{m^2}{k}+\frac{m}{k_l}=t.$$

Multiplying by $k$ and completing the square,

$$\left(m+\frac{k}{2k_l}\right)^2=kt+\left(\frac{k}{2k_l}\right)^2.$$

This is the same algebraic family, with $m_0=-k/(2k_l)$ and $C=m_0^2$. Here $b=m-m_0$ is an effective resistance expressed as mass, not oxide actually present. For $k_l=0.05$ mg cm$^{-2}$ h$^{-1}$, $m_0=-0.1$ and $C=0.01$. At 25 h the ratios are 0.962 for the local estimate and 0.804 for squared gain. In this model a gas limit pulls squared gain down, opposite to inactive transient oxide. The result needs the flux through the scale to be linear in the same driving force as the surface step. Many real scales respond only weakly to the oxygen pressure at their surface, as a small power or a logarithm, and the constants then differ. In the limit of no response, growth is linear until $m=k/(2k_l)$ at $t=k/(2k_l^2)$ and parabolic afterwards, with $m_0=0$ and $C=-(k/2k_l)^2$. The later slope of squared gain is then unbiased, and the local estimate is high, $0.25/0.24=1.042$ at 25 h. For $kt\ll m_0^2$, expansion of the square root gives $m\simeq k_lt$: the growth is linear and neither estimator measures diffusion.

## Why a global straight line looks convincing

Consider an instantaneous transient with $C=0$ and dense, uniform sampling over $0<t<T$. Put $u=t/T$ and $\varepsilon=m_0/\sqrt{kT}$. Squaring $m=m_0+\sqrt{kt}$ and dividing by $kT$,

$$\frac{m^2}{kT}=\varepsilon^2+2\varepsilon\sqrt u+u.$$

With a free intercept, the least-squares slope is the covariance with $u$ divided by the variance of $u$. The required averages on $[0,1]$ are

$$\mathrm{var}(u)=\frac13-\frac14=\frac1{12},\qquad
\mathrm{cov}(u,\sqrt u)=\frac25-\frac12\cdot\frac23=\frac1{15}.$$

The constant $\varepsilon^2$ drops out, and

$$\frac{k_{\rm fit}}{k}=1+2\varepsilon\frac{1/15}{1/12}=1+\frac{8\varepsilon}{5}.$$

If the line is forced through the origin, its slope is instead

$$\frac{k_{\rm fit}}{k}=\frac{\int_0^1u(\varepsilon^2+2\varepsilon\sqrt u+u)\,du}{\int_0^1u^2du}
=3\left(\frac{\varepsilon^2}{2}+\frac{4\varepsilon}{5}+\frac13\right)
=1+\frac{12\varepsilon}{5}+\frac{3\varepsilon^2}{2}.$$

For $m_0=0.3$ mg cm$^{-2}$ and $T=100$ h, $\sqrt{kT}=1$ mg cm$^{-2}$ and $\varepsilon=0.3$. The two results are $1+0.48=1.48$ and $1+0.72+0.135=1.855$. Both were tested by direct regression.

The high $R^2$ has a simple origin. The offending term $\sqrt u$ is itself nearly linear in $u$. Its variance is $1/2-4/9=1/18$, so its squared correlation with $u$ is

$$\frac{(1/15)^2}{(1/12)(1/18)}=\frac{216}{225}=0.96.$$

Most of the error is absorbed into the slope, where $R^2$ cannot see it.

## Windowed regression and its error

For readings $(x_i,m_i)$ in a window, with $x_i=\sqrt{t_i}$ in ascending order, define $d_i=x_i-\bar x$ and $Q=\sum_id_i^2$. The slope with a free intercept is

$$\hat S=\frac1Q\sum_i d_im_i.$$

To see what this measures on a curved record, let $h_j=x_{j+1}-x_j$ and let $s_j=(m_{j+1}-m_j)/h_j$ be the secant slopes. Then $m_i=m_1+\sum_{j<i}h_js_j$. Because $\sum_id_i=0$, the term $m_1$ cancels. Exchanging the sums gives

$$\hat S=\sum_jw_js_j,\qquad w_j=\frac{h_j}{Q}\sum_{i>j}d_i.$$

The $d_i$ ascend and sum to zero, so the sum of the upper ones cannot be negative; hence $w_j\ge0$. Applying the identity to $m_i=x_i$, for which every $s_j=1$ and $\hat S=1$, gives $\sum_jw_j=1$. The fitted slope is therefore a weighted average and lies within the range of the secant slopes. At the window edges the sum contains few terms, or nearly all terms of a zero sum, so in a window with many readings the edge intervals tend to carry little weight.

Now let the weighing errors be independent and Gaussian with variance $\sigma^2$, and let the mean record be linear in $x$ with slope $S_0$. Since $\hat S$ is a linear combination with coefficients $d_i/Q$,

$$v=\mathrm{var}(\hat S)=\sigma^2\sum_i\frac{d_i^2}{Q^2}=\frac{\sigma^2}{Q}.$$

Write $\hat S=S_0+\eta$. Then $\hat S^2=S_0^2+2S_0\eta+\eta^2$. The mean of $\eta$ is zero, $\eta$ and $\eta^2$ are uncorrelated, and a Gaussian has $\mathrm{var}(\eta^2)=2v^2$. Thus

$$E[\hat S^2]=S_0^2+v,\qquad \mathrm{var}(\hat S^2)=4S_0^2v+2v^2.$$

Repeated sampling agreed with both expressions, but its 6% tolerance on the spread is too wide to test the small term $2v^2$ separately. With $n$ readings and residuals $r_i$, the two fitted parameters leave $n-2$ degrees of freedom, so the estimates are

$$\hat v=\frac{\sum_i r_i^2}{(n-2)Q},\qquad
\hat k=\hat S^2-\hat v,\qquad
\delta k\simeq2|\hat S|\sqrt{\hat v}.$$

The last expression drops $2v^2$ and needs $v\ll S_0^2$.

## Algorithm

```text
input: t[], m[], window edges uniform in sqrt(t)
for each window:
    select readings; require n >= 3 and distinct times
    x = sqrt(t);  d = x - mean(x);  Q = sum(d*d)
    S = sum(d*m)/Q
    r = m - mean(m) - S*d
    v = sum(r*r)/((n-2)*Q)
    if S <= 0: flag window; do not report k
    else: k = S*S - v;  dk = 2*S*sqrt(v)
find late adjacent windows whose k differ by less than 2*sqrt(dk1^2 + dk2^2)
pool their raw readings and repeat the regression
fit t = a0 + a1*m + a2*m*m on the pooled readings
compare 1/a2 with the pooled k
```

The sign test is needed because squaring would turn a falling record into a positive rate constant. Disjoint windows cost $O(n)$ operations in total. Recomputing a moving window of $p$ readings at every position costs $O(np)$; running sums reduce this to $O(n)$, but the difference $\sum x^2-n\bar x^2$ then loses digits when the window is narrow compared with its distance from the origin. The centred sums above avoid that cancellation.

The window width trades noise against resolution. For $n$ points spread nearly uniformly over a width $L$ in $x$, $Q\simeq nL^2/12$, so

$$\frac{\delta k}{k}\simeq\frac{2\sigma}{L}\sqrt{\frac{12}{nk}}.$$

At fixed sampling density a wider window gains twice, through $L$ and through $n$, but it averages over any real change of slope.

The quadratic check follows from $b^2=kt+C$. Solving for time,

$$t=\frac{(m-m_0)^2-C}{k}=\frac{m_0^2-C}{k}-\frac{2m_0}{k}m+\frac1k m^2.$$

Hence $a_2=1/k$ whatever the constants $m_0$ and $C$. They follow from $m_0=-a_1/(2a_2)$ and $C=m_0^2-a_0/a_2$. On noise-free data the fit recovered $k$ in all three mechanisms. With real data the noise sits in $m$, the regressor, which ordinary least squares treats as error-free; the check needs a range of $m$ much larger than $\sigma$, and wide enough for the curvature of $t(m)$ to stand out from the scatter.

## Worked record

The example has a barrier growing as $\sqrt{kt}$ from the start, beside a non-barrier oxide that saturates:

$$m=\sqrt{kt}+q(t),\qquad q=m_0(1-e^{-t/\tau}),$$

with $m_0=0.3$ mg cm$^{-2}$ and $\tau=1$ h. There are 1000 readings, one every 0.1 h, with noise $\sigma=0.002$ mg cm$^{-2}$. Since $dt/dx=2\sqrt t$,

$$\frac{dm}{d\sqrt t}=\sqrt k+2\sqrt t\,\frac{m_0}{\tau}e^{-t/\tau}.$$

At 4 h the second term is $4\times0.3\times e^{-4}=0.0220$, against $\sqrt k=0.1$. The noise-free local estimate is therefore $(1.220)^2=1.49$ times $k$. By 16 h the extra term is $2.7\times10^{-7}$ and can be ignored. The local method is not immune to an active transient. Here it recovers once the transient has stopped adding mass, because $C=0$; otherwise the leading relative error $-C/(kt)$ remains.

The window results, relative to the true $k$, are:

| Window (h) | $\hat k/k$ | $\delta k/k$ | slope of $m^2$, over $k$ |
|---|---:|---:|---:|
| 0.1–4 | 6.41 | 0.36 | 6.27 |
| 4–16 | 1.026 | 0.006 | 2.000 |
| 16–36 | 0.995 | 0.005 | 1.591 |
| 36–64 | 0.994 | 0.004 | 1.423 |
| 64–100 | 0.999 | 0.004 | 1.332 |

In the first window neither number is a diffusion constant. The quoted error comes from residuals, which contain curvature as well as noise. They measure the scatter about the fitted line, not the difference between its slope and $\sqrt k$, so the error does not cover the bias. The second window is 2.6% high, far less than the 49% at its left edge. The main reason is that the transient fades early in the window, so its excess slope is averaged with many unaffected intervals: the secant between the noise-free end values gives $(1+0.3e^{-4}/0.2)^2=1.056$ times $k$. The low weight of the edge intervals in the regression roughly halves the remaining excess. The deviation of this window is still about four standard errors, a reminder that a small statistical error does not certify the model.

The last three local values agree with $k$ within about 1.4 standard errors. The error formula can be checked in the last window: $n=361$ and $L=2$ h$^{1/2}$ give

$$\frac{\delta k}{k}\simeq\frac{2\times0.002}{2}\sqrt{\frac{12}{361\times0.01}}=0.0036,$$

close to the 0.0037 found from the residuals.

The squared-gain slopes fall steadily but do not reach one. In the last window the instantaneous ratio $1+m_0/\sqrt{kt}$ runs from $1+0.3/0.8=1.375$ to $1+0.3/1.0=1.300$; the fitted 1.332 lies between them. Discarding early readings therefore does not remove this bias, since the old oxide remains in every later value of $m$. To bring the bias down to a fraction $\delta=0.01$ would require

$$t=\frac{m_0^2}{k\delta^2}=\frac{0.09}{0.01\times10^{-4}}=90\,000\ \text{h},$$

about ten years, if the model held that long. Subtracting a known $m_0$ before squaring would remove the bias at once, because $b^2=kt+C$.

Pooling the readings from 16 to 100 h gives

$$\hat k=(0.009997\pm0.000008)\ \text{mg}^2\,\text{cm}^{-4}\,\text{h}^{-1}
=2.777\times10^{-12}\ \text{g}^2\,\text{cm}^{-4}\,\text{s}^{-1}.$$

The conversion multiplies by $10^{-6}$ for mg$^2$ to g$^2$ and divides by 3600 for hours to seconds. The pooled error is much smaller than those of the separate windows because one common intercept is fitted over a longer range of $\sqrt t$. The quadratic check gives $1.003k$; its 0.3% deviation contains both scatter and any bias from noise in the regressor.

The fit of $m^2$ to all readings gives $1.490k$ with a free intercept and $1.854k$ through the origin. The first slightly exceeds the instantaneous-transient value 1.48. The finite transient lowers $m^2$ near $t=0$, on the left of the mean time, and this steepens the line. Its size follows from the missing area

$$A=\int_0^\infty\left[2m_0\sqrt{kt}\,e^{-t/\tau}+m_0^2(2e^{-t/\tau}-e^{-2t/\tau})\right]dt.$$

With $\int_0^\infty\sqrt t\,e^{-t}dt=\sqrt\pi/2$, this is $0.053+0.135=0.188$ mg$^2$ cm$^{-4}$ h. Since $\tau\ll T$, the deficit sits at a distance of about $T/2$ from the mean time, and the slope rises by $(T/2)A/(T^3/12)=6A/T^2=1.1\times10^{-4}$, or $0.011k$. The observed excess is $0.010k$; discrete sampling and noise also enter at a smaller level.

## Failure modes

**Changing rate constant.** If $k$ varies with time, for instance because grains in the scale coarsen, $k_{\rm loc}$ is not its instantaneous value. Let $b(0)=0$ and $\bar k=b^2/t$, the time average of $k$. With constant $m_0$, $dm/dt=k(t)/(2b)$ and

$$k_{\rm loc}=4t\left(\frac{dm}{dt}\right)^2=\frac{t\,k(t)^2}{b^2}=\frac{k(t)^2}{\bar k(t)}.$$

A falling $k$ is thus underestimated. The retained-barrier case is an example: its early fast growth keeps $\bar k$ above the later $k$.

**Scale loss.** If oxide evaporates so that the barrier loses oxygen at a constant rate $w$, then $db/dt=k/(2b)-w$. Growth stops at $b=k/(2w)$, and parabolic analysis requires $b\ll k/(2w)$. The balance also loses the metal carried away, so its reading is no longer the oxygen uptake. Spallation exposes thinner scale, and the reading drops if the flakes leave the sample. A window must not cross such an event. Afterwards $m_0$ and $C$ have new values; if only part of the area has spalled, regions of different thickness grow side by side and a single $b$ no longer describes them.

**Balance drift.** A spurious gain $gt$ adds $d(gt)/d\sqrt t=2g\sqrt t$ to the slope. This grows with time, so late windows suffer most, and the residual-based error need not reveal it.

**A false plateau.** When $|C|/(kt)$ changes by less than the noise between windows, the local estimates agree although they share a bias. The quadratic fit allows for $C$, but it can reveal the bias only if its own scatter is smaller, and it too assumes constant $k$. Even good values of $m_0$ and $C$ do not identify a mechanism uniquely: they are two numbers, and different combinations of inactive oxide, delay and surface resistance can produce them. Further evidence, such as microscopy of the scale or runs at another gas pressure, is needed to tell them apart.

The complete numerical output follows.

## Computed results

```
true k = 0.0100 mg^2 cm^-4 h^-1 = 2.778e-12 g^2 cm^-4 s^-1
mechanisms: t_i = 2.0 h, m_i (delayed) = 0.30 mg cm^-2
seed barrier = 0.01 mg cm^-2
k_f = 0.050 mg^2 cm^-4 h^-1, k_l = 0.050 mg cm^-2 h^-1
delayed barrier: m0 = 0.290 mg cm^-2, C = -0.0199 mg^2 cm^-4
  t = 25 h: k_loc/k = 1.0865, k_sq/k = 1.6046
  t = 100 h: k_loc/k = 1.0203, k_sq/k = 1.2929
  quadratic t(m) fit: k/k_true = 1.00000
retained barrier: m0 = 0.000 mg cm^-2, C = 0.0801 mg^2 cm^-4
  t = 25 h: k_loc/k = 0.7573, k_sq/k = 1.0000
  t = 100 h: k_loc/k = 0.9258, k_sq/k = 1.0000
  quadratic t(m) fit: k/k_true = 1.00000
gas/surface limit: m0 = -0.100 mg cm^-2, C = 0.0100 mg^2 cm^-4
  t = 25 h: k_loc/k = 0.9615, k_sq/k = 0.8039
  t = 100 h: k_loc/k = 0.9901, k_sq/k = 0.9005
  quadratic t(m) fit: k/k_true = 1.00000
epsilon = 0.300 (dimensionless)
instant transient, m^2 fit, free intercept: k/k_true = 1.4800
instant transient, m^2 fit, through origin: k/k_true = 1.8550
example: m0 = 0.30 mg cm^-2, tau = 1.0 h
duration = 100 h, interval = 0.1 h, readings = 1000
weighing noise = 0.0020 mg cm^-2
noise-free gain at 1 h = 0.2896 mg cm^-2
noise-free gain at 4 h = 0.4945 mg cm^-2
noise-free gain at 16 h = 0.7000 mg cm^-2
noise-free gain at 36 h = 0.9000 mg cm^-2
noise-free gain at 64 h = 1.1000 mg cm^-2
noise-free gain at 100 h = 1.3000 mg cm^-2
noise-free k_loc/k at 4 h = 1.4879
window fits: k_loc/k, standard error/k, m^2-slope/k
  0.1-4 h: 6.4085, 0.3551, 6.2722
  4-16 h: 1.0259, 0.0061, 2.0004
  16-36 h: 0.9953, 0.0047, 1.5907
  36-64 h: 0.9944, 0.0040, 1.4229
  64-100 h: 0.9994, 0.0037, 1.3321
pooled 16-100 h: k = 0.009997 +/- 0.000008 mg^2 cm^-4 h^-1
pooled k = 2.7771e-12 g^2 cm^-4 s^-1
noisy quadratic t(m), 16-100 h: k/k_true = 1.0030
all data, m^2 fit, free intercept: k = 0.014898 mg^2 cm^-4 h^-1
  k/k_true = 1.4898, R^2 = 0.99303
all data, m^2 fit, through origin: k/k_true = 1.8544
time for 1 percent bias of k_sq = 90000 h
```
